# Signed Distance and Speed Extension in Level-Set Film Growth

A film grows by atomic layer deposition on a structured surface. A level-set function $\phi(\mathbf x,t)$ describes the surface as $\phi=0$, with $\phi<0$ in the solid and $\phi>0$ in the gas. The growth model supplies the normal speed $F$ on the surface, positive into the gas. Write

$$g=|\nabla\phi|,\qquad \mathbf n=\nabla\phi/g .$$

At $t=0$, $\phi$ is the signed distance to the surface, so $g=1$.

We work in the band $|\phi|<b$ and hold $\phi$ at $\pm b$ outside it. The surface is closed or periodic. While the solution is called smooth, $\phi$ has continuous second derivatives in the band, $F$ has continuous first derivatives, $g$ is nonzero, and separate parts of the band have not met.

**(a) Derive the equation of motion of $\phi$. What must be added to the growth model, and how do the level lines move?**

*Solution.* A surface point moves with velocity $F\mathbf n$ and stays on $\phi=0$. The chain rule gives

$$0=\frac{d\phi}{dt}=\phi_t+F\,\mathbf n\cdot\nabla\phi=\phi_t+Fg,$$

because $\mathbf n\cdot\nabla\phi=g$. This fixes $\phi_t$ on the surface alone. A computation needs it throughout the band, so $F$ must be continued off the surface. This continuation, called the extension, is a numerical choice; it must agree with the growth model on $\phi=0$. We then impose everywhere in the band

$$\phi_t+F|\nabla\phi|=0. \tag{1}$$

Along any path with $\dot{\mathbf x}=F\mathbf n$, equation (1) gives $d\phi/dt=\phi_t+Fg=0$. Every level line therefore moves at its own normal speed, and a path keeps its value of $\phi$. It cannot cross the edge of the band, so no data enter from outside. Since $F\mathbf n$ has continuous first derivatives, each path is unique and can be followed back to $t=0$.

The zero level uses only the speed on the surface. In the exact smooth problem, two extensions that agree there give the same surface. They may give different neighbouring levels.

**(b) Find the equation obeyed by $g$ for an arbitrary smooth extension.**

*Solution.* Subscripts $i,j$ denote space derivatives, and repeated indices are summed. Differentiate $g^2=\phi_i\phi_i$ in time and use $\phi_t=-Fg$:

$$2gg_t=2\phi_i\,\partial_i\phi_t=-2\phi_i\,\partial_i(Fg)=-2g\,\phi_iF_i-2F\,\phi_ig_i .$$

Insert $\phi_i=gn_i$ and divide by $2g$, which is nonzero:

$$g_t+F\,\mathbf n\cdot\nabla g=-g\,\mathbf n\cdot\nabla F. \tag{2}$$

The left side is the rate of change of $g$ along a path of part (a). The right side has a simple meaning. If the speed increases along $\mathbf n$, the level ahead outruns the level behind. Their spacing grows and the gradient falls, hence the minus sign.

**(c) Solve (2). Which extensions keep $g=1$?**

*Solution.* Along a path, (2) reads $d(\ln g)/dt=-\mathbf n\cdot\nabla F$. Integration gives

$$g(t)=g(0)\exp\left[-\int_0^t \mathbf n\cdot\nabla F\,dt'\right], \tag{3}$$

with the integrand taken on the path. If

$$\nabla F\cdot\nabla\phi=0 \tag{4}$$

throughout the band at all times, the exponent vanishes. Since $g(0)=1$ and a path from $t=0$ reaches every point of the band, $g=1$ everywhere in it.

The condition is also necessary. If $g=1$ throughout the band over a time interval, then $g_t=0$ and $\nabla g=0$, and (2) leaves $\mathbf n\cdot\nabla F=0$.

Condition (4) preserves a gradient; it does not repair one. If $g(0)=1.1$ on some path, it stays $1.1$ there. The initial signed distance is thus an essential assumption.

A discretized extension satisfies (4) approximately. If $|\mathbf n\cdot\nabla F|\le\varepsilon$, then (3) gives $|\ln g|\le\varepsilon t$. Keeping this contribution below about 1% over 400 cycles is ensured by $\varepsilon\le0.01/400=2.5\times10^{-5}$ per cycle. Discretizing (1) itself adds a separate error.

**(d) A unit gradient is a local property. Show that $\phi$ is nevertheless the distance to the surface.**

*Solution.* With $g=1$, $n_i=\phi_i$. The change of $\mathbf n$ along a gradient line is

$$n_j\partial_jn_i=\phi_j\phi_{ij}=\tfrac12\partial_i(\phi_j\phi_j)=0 .$$

The normal is constant along the line, so the line is straight. If $s$ is its length, $d\phi/ds=\mathbf n\cdot\nabla\phi=1$.

Take a gas point with $\phi=c$, where $0<c<b$. Following its gradient line downwards reaches the surface after a length $c$, so the distance to the surface is at most $c$.

No surface point is closer. Consider a straight segment from the gas point to any surface point, cut at its first contact with the surface. If it stays in the band, then

$$c=\left|\int\nabla\phi\cdot d\mathbf x\right|\le\int|\nabla\phi|\,ds=\text{length}.$$

If it leaves the band on the gas side, its last part must descend from $\phi=b$ to $\phi=0$. The same inequality makes that part at least $b>c$ long. The distance is therefore $c$. The argument on the solid side is identical with signs reversed, so $\phi$ is the signed distance.

**(e) Express the extension through the nearest surface point. Does a point carried with velocity $F\mathbf n$ keep the same nearest material point?**

*Solution.* By part (d), the nearest surface point is

$$\mathbf p=\mathbf x-\phi\,\mathbf n .$$

Condition (4) makes $F$ constant along the straight line from $\mathbf p$ to $\mathbf x$. Thus $F(\mathbf x,t)=F(\mathbf p,t)$: each point takes the speed of its nearest surface point. Since $g=1$, equation (1) becomes $\phi_t=-F(\mathbf p,t)$. At a fixed gas point, the distance shrinks at the speed of the surface point nearest to it.

Now follow a carried point. Its $\phi$ is constant, so $\dot{\mathbf p}=F\mathbf n-\phi\,\dot{\mathbf n}$. With $\phi_t=-F$,

$$\dot n_i=\partial_i\phi_t+Fn_j\phi_{ij}=-F_i+0,$$

where the last term vanishes by part (d). Hence

$$\dot{\mathbf p}=F\mathbf n+\phi\nabla F. \tag{5}$$

A material surface point at $\mathbf p$ moves with $F\mathbf n$ alone. The nearest point slides past it with velocity $\phi\nabla F$, which is tangential by (4). Giving each carried point the speed of its original material partner would miss this sliding. To keep (4) exactly, the nearest point has to be found anew as the surface moves; part (g) shows how large the effect is in an example.

**(f) When does smoothness end in a valley? Treat uniform growth first.**

*Solution.* Let $s$ be arc length on the surface and $\mathbf t$ its tangent. Take the curvature $\kappa$ positive when the centre of curvature lies in the gas, so $d\mathbf n/ds=-\kappa\mathbf t$. A point at distance $\phi$ is $\mathbf x=\mathbf p(s)+\phi\,\mathbf n(s)$, and

$$\frac{\partial\mathbf x}{\partial s}=(1-\kappa\phi)\mathbf t .$$

Neighbouring normals meet at $\phi=1/\kappa$, so the smoothness of the distance function along this normal ends there at the latest.

For uniform $F$, a film of thickness $h$ moves the surface to the old level $\phi=h$. The tangent turns by the same angle over an arc shortened by $1-\kappa h$. The new curvature is $\kappa/(1-\kappa h)$, so a valley of initial radius $R_0=1/\kappa$ has radius

$$R=\frac{1-\kappa h}{\kappa}=R_0-h .$$

The gas side of the band remains regular there only while $h+b<R_0$. A sharp inner corner has $R_0=0$ and allows no such band.

Separate walls give a second limit. Between flat parallel walls a distance $W$ apart, the two halves of the band meet at the centre when $h+b=W/2$, although neither wall is curved. Once either limit is reached, the derivation above says nothing about the affected region.

**(g) Apply these results to the periodic profile**

$$y=-A\cos(2\pi x/P),\qquad A=40\ \mathrm{nm},\quad P=400\ \mathrm{nm},$$

**with surface speed $F=G(1+y/L)$, $G=0.1$ nm per cycle and $L=800$ nm. Growth lasts 400 cycles and $b=15$ nm. Find the film thicknesses, the valley radius and the sliding of the nearest point.**

*Solution.* The floor and the ridge move vertically by symmetry, so $\dot y=G(1+y/L)$. Multiplying by $L/(L+y)$ and integrating gives

$$L+y(t)=(L+y_0)e^{Gt/L},\qquad \frac{Gt}{L}=\frac{0.1\times400}{800}=0.05 .$$

The film thickness is $(L+y_0)(e^{0.05}-1)$. At the floor it is $760\times0.05127=38.97$ nm; at the ridge it is $840\times0.05127=43.07$ nm.

The valley radius is smallest at the floor, where the slope vanishes and $y_{xx}$ is largest:

$$R_0=\frac{P^2}{4\pi^2A}=101.3\ \mathrm{nm}.$$

Uniform growth by 40 nm would leave 61.3 nm. For the varying speed, write the surface as $y(x,t)$. Vertical motion at fixed $x$ obeys $y_t=F\sqrt{1+y_x^2}$. Differentiating twice at the floor, where $y_x=0$ and $\kappa=y_{xx}$, gives

$$\kappa_t=F_{xx}+F\kappa^2=\frac GL\kappa+F\kappa^2 .$$

The extra first term sharpens the valley, because its sides grow faster than its floor. To solve, set $\kappa=q\,e^{Gt/L}$. The first term cancels, leaving $q_t=Fq^2e^{Gt/L}$. With $F=G(1-A/L)e^{Gt/L}$ at the floor,

$$\frac1q=R_0-\frac{L-A}{2}\left(e^{2Gt/L}-1\right)=101.32-380\times0.10517=61.36\ \mathrm{nm}.$$

The final radius is $R=e^{-0.05}/q=58.4$ nm. This exceeds $b$ by 43 nm, so the floor is far from the limit of part (f).

For the sliding, the speed gradient along a surface inclined at angle $\theta$ is $(G/L)\sin\theta$. The steepest initial slope is $2\pi A/P=0.628$, for which $\sin\theta=0.532$. Equation (5) then suggests a displacement of about

$$b\,\frac{Gt}{L}\sin\theta=15\times0.05\times0.532=0.40\ \mathrm{nm}.$$

This estimate holds the slope fixed and neglects curvature. A numerical solution removes both approximations. It carries the level lines with fourth-order Runge–Kutta steps, using Fourier derivatives along them and Chebyshev polynomials across them, and locates nearest points by Newton's method. The largest separation between a carried point's nearest surface point and its original material partner is 0.42 nm, reached at the solid edge of the band; at the gas edge it is 0.41 nm. With this gentle speed variation the consequence is small: moving the band edges with the speed of their original partners would misplace them by only about 0.006 nm.

**(h) Suppose the formula $F=G(1+y/L)$ is instead evaluated at the local height everywhere in the band. What happens to $\phi$?**

*Solution.* The surface speed is unchanged, so the exact surface is unchanged. Off the surface, however, $\mathbf n\cdot\nabla F=Gn_y/L$, and (3) gives

$$g=\exp\left[-\frac GL\int_0^t n_y\,dt'\right].$$

Above the floor $n_y=1$ and $g=e^{-0.05}=0.951$. On the slopes $n_y<1$, so the gradient falls less. The same numerical method, with this extension, gives values from 0.951 to 0.959 over the band.

At the floor, all heights obey the solution found in part (g), so level spacings expand by $e^{0.05}$. The level labelled 15 nm lies at a true distance of

$$15\,e^{0.05}=15.77\ \mathrm{nm}.$$

A distance read there as 15 nm from $\phi$ is thus 0.77 nm too small, and the full band, nominally 30 nm wide, is really 1.54 nm wider, although $\phi=0$ is correct. The error disappears as $L\to\infty$, where the speed is uniform and (4) holds trivially. If the speed fell towards the gas, the levels would crowd together and $g$ would exceed one.

**(i) How do the parameters compare with a real deposition process, and what does the model leave out?**

*Solution.* Growth of 0.1 nm per cycle is roughly typical of saturated alumina deposition, which would be much more uniform than this example. The chosen variation is an illustration, not a transport model. Its contrast between floor and ridge can be compared with that of an under-dosed precursor that sticks at first impact, although such a process would also grow more slowly per cycle. For a floor point whose horizon rises by an angle $\alpha$ on both sides, the direct flux relative to an open surface is

$$\frac12\int_{-(\pi/2-\alpha)}^{\pi/2-\alpha}\cos\vartheta\,d\vartheta=\cos\alpha .$$

Finding the horizon numerically gives 0.91 initially and 0.89 after growth. The model's floor-to-ridge speed ratio is $760/840=0.905$ and stays fixed, since both $L+y$ values grow by the same factor. The agreement does not extend to the slopes. Being tilted and facing the opposite ridge, the slopes out to about 120 nm from the floor initially receive less than the floor, as little as 0.87 of the open flux near 70 nm, whereas the model makes them grow faster than the floor. The neglected 2.3% loss of view would remove about 0.9 nm from the floor film if it acted throughout. Molecules re-emitted from the walls would reduce the shading.

Tying speed to absolute height also raises all speeds on the floor and ridge by 5.1% during growth, an artefact of the model. Treating growth as continuous matters far less: freezing the speed and normal during each cycle shifts the final surface by at most 0.003 nm in the numerical solution. The shallow, rounded profile is far from a deep, narrow hole. In such a hole, sharp inner corners and approaching walls can end smoothness long before the radius limit found here.
